When a Photonic Double Heterostructure Gains a Second Confined Mode

**The question**

A photonic-crystal waveguide runs along x. A middle section of length L has period a. On both sides it continues into long sections with a slightly shorter period. The structure is mirror-symmetric about x = 0. In each section the guided band has a minimum at its own zone boundary, k0 = π/(period). With q = k − k0,

middle: ω = ω_w + A_w q²/2

outer: ω = ω_b + A_b q²/2, ω_b = ω_w + Δ

Here ω and Δ are angular frequencies, Δ > 0, and A_w and A_b are the positive curvatures d²ω/dk². Below ω_b the outer sections carry no guided wave, so light can be trapped in the middle. Radiation out of the guide is neglected until part (g).

**(a) Obtain an equation for the slowly varying envelope of the field, with its conditions at the interfaces.**

*Answer.* Take first a uniform section. A wave packet built from Bloch modes near the band edge is

E(x,t) = ∫ dq c(q) u_q(x) exp[i(k0 + q)x − iω(q)t],

where u_q has the period of the crystal. If only small q contribute, u_q can be replaced by its value u_0 at the edge. Then E ≈ u_0(x) exp(ik0x) F(x,t), with

F(x,t) = ∫ dq c(q) exp[iqx − iω(q)t].

Each factor q² under the integral equals the action of −d²/dx² on F. At one frequency ω, the middle section therefore obeys

−(A_w/2) F″ = (ω − ω_w) F,

and the outer sections obey the same equation with A_b, plus a term ΔF on the left. One equation that covers both is

−½ (A F′)′ + V F = (ω − ω_w) F,

with V = 0 inside and V = Δ outside. The envelope is measured from the local edge mode, which changes sign from each cell to the next in every section. The change of period therefore adds no phase step to F.

The placing of A between the derivatives is a choice, made so that energy is conserved. The time-dependent form is i ∂F/∂t = −½(AF′)′ + (ω_w + V)F. Multiplying by F* and taking the imaginary part gives

∂|F|²/∂t = −∂J/∂x, J = A Im(F*F′).

Integrating the envelope equation across an interface shows that AF′ is continuous. Continuity of F is the assumption that the two edge modes are nearly alike. Together they make J continuous.

**(b) Find the equations for the confined modes. How many modes does a very short middle section hold, and at what length does the next one appear? What is the role of A_b?**

*Answer.* Multiply the envelope equation by F* and integrate over x. The left side becomes ∫(A|F′|²/2 + V|F|²)dx, which is positive, so ω > ω_w. Confinement needs decay outside, so ω < ω_b. Define

k² = 2(ω − ω_w)/A_w, κ² = 2(ω_b − ω)/A_b.

By symmetry F is cos kx or sin kx inside. Outside it is proportional to exp(−κ|x|). Dividing the continuity condition for AF′ by that for F at x = L/2 gives

even: A_w k tan(kL/2) = A_b κ

odd: −A_w k cot(kL/2) = A_b κ.

The largest possible k belongs to ω = ω_b:

K = √(2Δ/A_w), κ² = (A_w/A_b)(K² − k²).

As k grows from 0 to K, the right sides fall from a positive value to zero.

For the even equation, the left side rises from zero, and tends to infinity if kL reaches π. It crosses the falling right side once in this range, however small L is. A very short section thus holds one mode.

For the odd equation, the left side is negative while kL < π. It is zero at kL = π and then rises towards infinity at kL = 2π. A root needs K > π/L, and then there is one root in this range. The next even root needs kL > 2π, because tan(kL/2) is negative between π and 2π. The second mode is therefore odd, and it appears when L exceeds

L2 = π/K = π √(A_w/(2Δ)).

If the edge shift is given as an ordinary frequency Δf, then Δ = 2πΔf and L2 = ½√(πA_w/Δf).

The outer curvature is absent from L2. At threshold κ = 0, the outer field is flat, and its slope is zero whatever A_b is. The inner sine must then meet each interface with zero slope, so half a wavelength fits into L. The same holds if the two edge modes differ in size, so that F jumps by a factor r and AF′ by 1/r: a zero slope stays zero. Above threshold, A_b does affect the frequencies.

The threshold falls as the well deepens, but only as 1/√Δ. A flatter band (smaller A_w) also lowers it, because a given frequency range then holds larger wavenumbers.

**(c) Set A_b = A_w. Where does the first mode lie when the second appears? How strongly is the second mode bound just above threshold, and the first mode in a very short section?**

*Answer.* Let z = kL/2 and z0 = KL/2 = (π/2)L/L2. Then κL/2 = √(z0² − z²), and (ω − ω_w)/Δ = (z/z0)².

*First mode at L = L2.* Squaring z tan z = √(z0² − z²) gives z²(1 + tan²z) = z0². Since the cosine is positive for this mode, cos z = z/z0. With z0 = π/2,

cos z = 2z/π, (ω − ω_w)/Δ = cos²z = 0.354.

The root is z = 0.934. The first mode has sunk about two thirds of the way from the outer edge to the middle edge.

*Second mode just above L2.* Let ε = (L − L2)/L2, so z0 = (π/2)(1 + ε), and write y = κL/2 and z = π/2 + η. Since −cot z = tan η ≈ η, the odd equation gives y ≈ (π/2)η. Thus y is of first order, and z = √(z0² − y²) differs from z0 in second order. To first order η = (π/2)ε, and so

y ≈ (π²/4)ε, κ ≈ (π²/2)(L − L2)/L2².

The binding below the outer edge, relative to Δ, is (κ/K)². With K = π/L2,

(ω_b − ω)/Δ ≈ (π²/4)ε².

The binding starts quadratically, while the envelope's tail length 1/κ diverges as 1/ε. At L = 1.001 L2, the full equation was tested to agree with this κ within 1 %.

*First mode for L ≪ L2.* Now z0 and z are small and z tan z ≈ z². To leading order z ≈ z0, so y ≈ z0² and κ = 2z0²/L. Since K = 2z0/L,

(ω_b − ω)/Δ ≈ (κ/K)² = z0² = (π²/4)(L/L2)².

A short section binds its mode weakly, but it does bind it.

**(d) The outer sections now end at a distance B beyond each interface, where F = 0. At what length does the second level fall below ω_b?**

*Answer.* At ω = ω_b the outer equation is F″ = 0. The solution that vanishes at the end is proportional to L/2 + B − x, so F′/F = −1/B at the interface. The inner sine, with k = K, must satisfy

A_w K cot(KL/2) = −A_b/B.

Put KL/2 = π/2 + δ, so that cot(KL/2) = −tan δ. Then tan δ = A_b/(A_w K B), and

L = (2/K)[π/2 + arctan(A_b/(A_w K B))].

For large B the increase over L2 is about 2A_b L2²/(π² A_w B). It falls only as 1/B, because the threshold mode has no decay length of its own. The outer curvature matters again, since the outer field now has a slope.

The envelope operator was diagonalized on a grid with L = 1 and A_w = 1. For infinite outer sections the threshold shift is Δ = π²/2 = 4.935. With ends at B = 20, the grid gave 4.984, 5.034 and 5.132 for A_b = 0.5, 1 and 2. With B = 200 it gave 4.939, 4.944 and 4.954. Put into the formula above, each of the six shifts returns L = 1 within 0.1 %. The remaining dependence on A_b is thus the end effect, and it fades as B grows.

**(e) Test the threshold without an envelope. Take a stack of layers at normal incidence, with mirror-symmetric cells, N of them in the middle section. What must the Bloch phase φ per middle cell be at ω_b? How does the threshold change if the middle band is a hyperbola instead of a parabola?**

*Answer.* Maxwell's equations reduce to E″ = −(nω/c)²E, with E and E′ continuous. A real matrix M carries (E, E′) across one cell. Its determinant is 1, because the Wronskian is constant. Reversing x changes the sign of E′ and inverts the matrix. For a mirror-symmetric cell the result must again be M, which requires M11 = M22. In a band the eigenvalues are exp(±iφ), so M11 = cos φ, and the determinant gives

M12 M21 = cos²φ − 1 = −sin²φ.

In the outer gap just below ω_b, the fields that decay to the right and left are proportional to (M12, ±√(M12M21)), formed with the outer-cell matrix. At the edge of an open gap, one of M12 and M21 vanishes. If it is M12, both vectors tend to the direction (0, 1), so E has a node at each interface. If it is M21, E′ has the node.

The middle cells must carry a node to a node. Since M² = 2cos φ M − 1 for the middle-cell matrix, induction gives

M^N = [sin Nφ M − sin((N − 1)φ)]/sin φ.

Its off-diagonal elements are those of M times sin Nφ/sin φ. Inside the band neither M12 nor M21 is zero, so sin Nφ = 0. Measured from the zone boundary, where φ = π, the first solution as Δ grows from zero is

N(π − φ) = π.

Since π − φ = qa and L = Na, this is qL = π, the condition of part (b). For this stack, the parabola is the only approximation left in the threshold.

For a hyperbolic band, let ω = ω_m + √(g² + v²q²), where g is half the gap. The edge is ω_w = ω_m + g, and expansion at small q gives A_w = v²/g. At ω_b,

(g + Δ)² = g² + v²q²

q² = (2gΔ + Δ²)/(gA_w) = (2Δ/A_w)[1 + Δ/(2g)].

The threshold becomes L = π/q = L2/√(1 + Δ/(2g)), which is shorter than L2.

The Maxwell modes were counted for a stack with indices 2.5 and 1.5, layers of equal optical thickness, and middle cells stretched until the count rose from one to two. For N = 8, 16 and 32 this took stretches of 3.62 %, 0.99 % and 0.25 %. In each case N(π − φ)/π was 1.0000. The ratio L/L2 was 0.9404, 0.9826 and 0.9955, and the hyperbola gives the same values to these digits. The parabolic law is thus approached as the well becomes long and shallow. At the threshold for N = 32, the first mode lay at 0.355 of the edge shift, against 0.354 from part (c).

In a two- or three-dimensional crystal, further evanescent fields exist at the interfaces, and this phase rule has not been shown there.

**(f) Assume a silicon guide with a middle period a = 420 nm, an outer period of 410 nm, a middle edge at 193.0 THz and an edge shift of 1.20 THz. Its middle band follows fa/c = const + β(qa/2π)², with β = 0.4. Take A_b = A_w. How many whole middle periods give a second mode?**

*Answer.* Multiplying the band formula by 2πc/a gives ω = const + caβq²/(2π). Comparison with A_w q²/2 yields

A_w = caβ/π = (2.998×10⁸ × 4.20×10⁻⁷ × 0.4)/π = 16.03 m²/s.

With Δ = 2π × 1.20×10¹² = 7.54×10¹² rad/s,

K = √(2 × 7.54×10¹²/16.03) = 9.70×10⁵ rad/m

L2 = π/K = 3.24 µm = 7.71 periods.

Seven periods (2.94 µm) hold one mode, and eight (3.36 µm) hold two.

The full equations place the second mode as follows:

- 8 periods: 3.8 GHz below the outer edge, tail length 18 µm.
- 9 periods: 56 GHz below, tail length 4.8 µm.
- 10 periods: 138 GHz below, tail length 3.0 µm.

For eight periods ε = 0.037, and part (c) predicts a binding of (π²/4)(0.037)² × 1200 GHz ≈ 4 GHz, as found. A linewidth f/Q smaller than this binding needs a quality factor Q above about 5×10⁴. With nine periods, 4×10³ is enough.

For two periods, the first mode lies at 194.04 THz, 0.16 THz below the outer edge. The short-section formula gives 0.20 THz, so L/L2 = 0.26 is not yet deep in that limit.

**(g) How far can the count in (f) be trusted for a real guide?**

*Answer.* Each line changes one thing and holds the rest fixed. The reference is L2 = 3.24 µm.

- Hyperbolic band with an assumed group index of 5 far from the edge, which gives g/2π = 35.7 THz: 3.21 µm.
- Hard ends after 40 outer periods (16.4 µm): 3.37 µm.
- β lower or higher by 20 %: 2.90 or 3.55 µm.
- Edge shift larger or smaller by 0.1 THz, an assumed fabrication error: 3.11 or 3.38 µm.
- Middle section 10 K hotter than the rest: not below 3.11 µm. This takes rough silicon values, index 3.48 and dn/dT = 1.8×10⁻⁴ per K, and puts all the light in silicon. The middle edge then falls by 193 × 10 × 1.8×10⁻⁴/3.48 = 0.10 THz.

The eight-period case is marginal. Its tail is longer than the outer section, and the hard-end threshold of 3.37 µm lies just above its length of 3.36 µm. Seven periods are not safe either: an edge shift of 1.46 THz, or a β lower by 20 %, would give them a second mode. If the lower β, the larger shift, the heating and the hyperbola act together, the threshold is

3.24 × √(0.8 × 1.2/1.4) × (3.21/3.24) ≈ 2.66 µm.

Six periods (2.52 µm) therefore remain single-mode within this model and these ranges.

The parameters are assumed values that illustrate the method, not those of a particular guide. The edge shift and β depend on hole size, slab thickness and the way the lattice is stretched, and they can lie far outside the ranges above. Take a silicon slab with one missing row of holes, described in two dimensions by an effective index of 2.8, with hole radius 0.29 of the outer period and the lattice stretched only along x. For the same two periods, the edge shift is then about 3 THz and β about 0.24, with an uncertainty of about 0.02 from the finite basis, the supercell and the fit. A fixed effective index ignores the rise of the slab-mode index with frequency. Including it lowers both the shift and β by about a fifth, which leaves their ratio, and so the threshold length, nearly unchanged. The condition qL = π then puts the second mode near four periods. This rule is not exact in two dimensions and here overestimates the length: solved directly, the two-dimensional heterostructure binds the second mode between three and three and a half periods (at 3.5 periods by about 50 to 65 GHz, depending on the mesh). The six-period limit must therefore not be carried over to a real guide; both parameters should be computed for it first. A middle section of two periods lies well inside the single-mode range found here. Real guides break the assumption of a parabolic band. The hyperbola above moves the threshold by about −1 %, but a real band need not follow it. In the two-dimensional example the band rises faster than a parabola, and qL = π then gives a threshold roughly 5 to 9 % longer than the parabolic law, depending on the supercell. The directly computed threshold is shorter than either, so the band shape alone does not fix the correction there. The outer sections of real guides are also finite, which moves the threshold by +4 % for the hard ends above. Gradual interfaces have not been sized.

Radiation out of the slab is also missing from the model. An indicator is the share of the mode's spatial spectrum with |k| < ω/c, where light can escape into the air. The program's value of about 2×10⁻⁵, for the first mode with seven periods and abrupt interfaces, uses a carrier wave of the middle period everywhere. The shorter outer period changes the wavenumber of the carrier at each interface, which this value leaves out; including that change alone raises the share about threefold, to 5–7×10⁻⁵, so the value is not an estimate for the actual structure. This share is not a quality factor, which would need a three-dimensional field calculation. The remaining digits are in the numerical output.

Calculated quantities

```
Envelope operator, length 1, inner curvature 1 (dimensionless)
  edge shift at threshold, formula: 4.9348
  outer/inner curvature 0.5: grid 4.9843 (ends at 20), 4.9394 (ends at 200)
  outer/inner curvature 1.0: grid 5.0339 (ends at 20), 4.9444 (ends at 200)
  outer/inner curvature 2.0: grid 5.1323 (ends at 20), 4.9544 (ends at 200)
  levels/shift at L = 1.2 L2: matching 0.2855, 0.9370; grid 0.2854, 0.9369
  first level/shift at L = L2: 0.3536
Maxwell stack, indices 2.5/1.5: length at which mode 2 appears
  8 cells: stretch 3.621 %, phase/pi 1.00002, L/L2 0.9404, hyperbola 0.9404
  16 cells: stretch 0.988 %, phase/pi 1.00002, L/L2 0.9826, hyperbola 0.9826
  32 cells: stretch 0.254 %, phase/pi 1.00002, L/L2 0.9955, hyperbola 0.9955
  first level/shift at threshold, 32 cells: 0.3554
Silicon line-defect guide, rough parameters
  periods: middle 420 nm, outer 410 nm
  middle edge 193.0 THz = 1553.3 nm
  outer edge 194.2 THz = 1543.7 nm
  edge shift 1.20 THz; beta 0.4
  curvature d2(omega)/dk2: 16.03 m^2/s
  largest inner wavenumber k: 0.9699 rad/um
  group index at that k: 19.3
  THRESHOLD L2: 3.239 um = 7.71 periods
  2 periods (0.84 um): 1 mode(s), first 194.036 THz
  7 periods (2.94 um): 1 mode(s), first 193.471 THz
  8 periods (3.36 um): 2 mode(s), first 193.407 THz
    second: 3.76 GHz below outer edge, tail 18.4 um, Q to resolve 5.1e+04
  9 periods (3.78 um): 2 mode(s), first 193.354 THz
    second: 56.44 GHz below outer edge, tail 4.8 um, Q to resolve 3.4e+03
  10 periods (4.20 um): 2 mode(s), first 193.311 THz
    second: 137.65 GHz below outer edge, tail 3.0 um, Q to resolve 1.4e+03
Neglected effects and uncertain inputs: threshold length in um
  hyperbolic band (far group index 5, half-gap 35.7 THz): 3.212
  hard ends after 40 outer periods (16.4 um): 3.369
  beta 20 % lower / higher: 2.897 / 3.548
  edge shift 0.1 THz larger / smaller: 3.112 / 3.383
  middle 10 K hotter (shift grows by at most 0.100 THz): 3.112
  edge shift that gives 7 periods a second mode: 1.457 THz
  light-cone share, first mode, 7 periods: 2.1e-05 (cosine carrier), 1.6e-05 (sine carrier)
```
